Why Ambipolar Diffusion Falls from 2D to D in Electronegative Plasmas

**1. A plasma with ions and no electrons**

Take equal densities n of positive and negative ions, with equal mobility μ and equal temperature. Nothing distinguishes the two species except the sign of their charge. If their density falls along x, both diffuse down the gradient at the same rate, and no charge separates.

Express temperatures in volts, so that the free diffusion coefficient is D = μTi. A prime denotes d/dx, and Γ is a particle flux along x. The fluxes are

Γ+ = −D n′ + μnE
Γ− = −D n′ − μnE.

The drift terms have opposite signs because the charges do. With no net current, Γ+ = Γ−. Subtracting the two equations gives 2μnE = 0, so E = 0 and

Γ+ = −D n′.

The ambipolar coefficient Da, defined by Γ+ = −Da n+′, is therefore D. This is the free-ion value.

Now hold the negative ions still, and let a trace of electrons carry the negative charge that must accompany the positive flux. The electrons are too few to alter n+ ≈ n− = n. Setting Γ− = 0 gives

μnE = −D n′.

The field that holds the negative ions back pushes the positive ions forward. Substitution into the positive flux gives

Γ+ = −D n′ − D n′ = −2D n′.

One D comes from the positive ions' own diffusion, the other from drift. The question is what turns off the drift as electrons become scarce.

**2. The two contributions and the flux share**

Let ne be the electron density and α = n−/ne the electronegativity. The plasma is collisional, quasi-neutral and unmagnetized, with singly charged ions and no net current:

n+ = n− + ne
Γ+ = Γ− + Γe.

Add the two ion fluxes, keeping their densities distinct:

Γ+ + Γ− = −D(n+′ + n−′) + μ(n+ − n−)E.

Since n+ − n− = ne, the field term is μ ne E. A large α makes ne small, but E can be large. The field equation of section 3 bounds the term by about γD|ne′|, where γ is the ratio of electron to ion temperature. Two conditions are therefore needed: ne′ small compared with n+′, so that n−′ ≈ n+′, and γ ne′ small compared with n+′, so that the field term drops out. Both concern gradients and do not follow from the density ratio alone; for equal relative gradients, for instance, they require α ≫ γ as well as α ≫ 1. Together they give

Γ+ + Γ− ≈ −2D n+′.

Define f = Γ−/Γ+, the negative-ion flux as a fraction of the positive-ion flux. The left side is (1 + f)Γ+, so

Da/D = 2/(1 + f).

Free diffusion contributes 1 to this ratio. Drift contributes the rest:

Da/D − 1 = (1 − f)/(1 + f).

At f = 0 the two contributions are equal. At f = 1 the ions leave in pairs and drift contributes nothing. The fall from 2D to D is thus a change in which negative species accompanies the positive ions.

This relation is not confined to small density variations, provided enough electrons remain to carry their share of the flux. It was tested by integrating the three flux equations through a source-free layer with α = 1000 at entry. The flux was set to 0.5 D n0/L, where n0 is the entry density of positive ions and L the thickness. For f = 0, 0.5 and 1, the layer-averaged Da/D was 2.0005, 1.3335 and 1.0000, against 2, 1.3333 and 1 from the formula. In the last case the density fell by half.

**3. What drives the field, and what loads it**

Let electrons have mobility μe = rμ, temperature Te = γTi and diffusion coefficient De = μeTe. Their flux is

Γe = −De ne′ − μe ne E.

Put all three fluxes into Γ+ − Γ− − Γe = 0:

−D n+′ + μn+E + D n−′ + μn−E + De ne′ + μe ne E = 0.

Neutrality gives n+′ − n−′ = ne′. Collecting terms,

(De − D)ne′ + [μe ne + μ(n+ + n−)]E = 0

E = −(De − D)ne′ / [μe ne + μ(n+ + n−)].

Apart from its minus sign, the numerator is the current, divided by the elementary charge, that unequal diffusion would drive without a field. For equal ions it depends on the electron gradient alone. The denominator is the total conductivity divided by the elementary charge. Mobile ions of either sign carry current in response to the field, so they reduce the field needed to cancel a given diffusion current.

This does not yet fix Da, because the electron gradient is still free. If ne is uniform, E vanishes and Da = D whatever the value of α. To obtain a curve that falls from 2D to D, the electron and negative-ion profiles must be related.

**4. The condition that divides the negative flux**

Write the negative fluxes as conductivity times force:

Γ− = −μn−(Ti n−′/n− + E)
Γe = −μe ne(Te ne′/ne + E).

Each bracket is a force per unit charge, made of a pressure part and an electric part. A curve that falls from 2D to D follows if the brackets are equal:

Ti n−′/n− = Te ne′/ne.

This is the relation between the two densities that would follow if both species were in Boltzmann equilibrium. It is a weaker condition, however. Separate Boltzmann equilibria would make both brackets zero, and with them both negative fluxes. The positive flux would then have to vanish too. Equal brackets leave room for a flow.

Under equal forces, fluxes divide as conductivities:

Γ−/Γe = μn−/(μe ne) = α/r.

Since Γ+ = Γ− + Γe,

f = (α/r)/(1 + α/r) = α/(r + α).

Insert this into the result of section 2:

Da/D = 2/[1 + α/(r + α)] = 2(r + α)/(r + 2α) = 1 + r/(r + 2α).

The last form separates the contributions. The 1 is free diffusion. The fraction r/(r + 2α) is the electron share of the total conductivity, because at α ≫ 1 the electron, positive-ion and negative-ion conductivities stand in the ratio r : α : α.

The field equation gives the same reading. For De ≫ D and n+ ≈ n− = n, replace Te ne′ by Ti ne n′/n:

E ≈ −(Ti n′/n) · μe ne/(μe ne + 2μn).

The first factor is the field that would hold the negative ions still. The second is the electron share of the conductivity. When electrons dominate conduction, the full holding field exists and Da is near 2D. When ions dominate, the field is nearly gone, the negative ions are released, and they leave with the positive ions.

**5. Where the fall occurs**

Under the equal-force condition, and as a function of α, the change has no sharp threshold. This says nothing about time: while electrons carry the negative flux, they are lost at a rate set by the ion flux rather than by their own density, so a decaying plasma can sweep through this whole range of α quickly once they are nearly gone. Along the curve:

- For 1 ≪ α ≪ r, Da ≈ 2D.
- At α = r/2, electrons supply half the total conductivity and Da ≈ 1.5D.
- At α = r, electrons and negative ions have equal conductivity. Positive ions have nearly the same conductivity, so the electron share is one third and Da ≈ 4D/3.
- At α = 4.5r, the electron share is one tenth and Da ≈ 1.1D.
- For α ≫ r, Da approaches D.

Da therefore does not reach the free-ion value as soon as negative-ion conductivity exceeds electron conductivity. At equality, two thirds of the drop from 2D to D has occurred. The remaining third is spread over larger α.

**6. The formula at finite α**

The large-α approximation can be removed while the equal-force condition is kept. Define

P = Ti n+′/n+
G = Ti n−′/n− = Te ne′/ne
s = μn+
S = μn− + μe ne.

The positive flux is Γ+ = −s(P − E), and the combined negative flux is −S(G + E). Equating them,

s(P − E) = S(G + E)
E = (sP − SG)/(s + S).

Then

P − E = [(s + S)P − sP + SG]/(s + S) = S(P + G)/(s + S)

Γ+ = −sS(P + G)/(s + S).

Since sP = μTi n+′ = D n+′, division by −D n+′ gives

Da/D = [S/(s + S)](1 + G/P).

The factor sS/(s + S) has the form of two conductances in series: positive carriers on one side, and the two negative carriers in parallel on the other. At fixed n+, replacing electrons by negative ions lowers S from rs to s. For r ≫ 1 this lowers S/(s + S) from nearly 1 to one half.

Dividing S and s by μne gives r + α and 1 + α, so

S/(s + S) = (r + α)/(r + 1 + 2α).

For G/P, the equal-force condition gives n−′ = γα ne′. Neutrality then gives n+′ = (1 + γα)ne′. Therefore

G/P = (n−′/n+′)(n+/n−) = [γα/(1 + γα)][(1 + α)/α] = γ(1 + α)/(1 + γα).

The complete result is

Da/D = [(r + α)/(r + 1 + 2α)] · [(1 + γ + 2γα)/(1 + γα)].

The second factor can be written 2 + (γ − 1)/(1 + γα). It tends to 2 at large α, whatever the fixed electron temperature. At α = 0 and r ≫ 1, the result becomes 1 + γ, the electron-ion value. The plateau at 2D thus lies between an electron-ion plasma at small α and an ion-ion plasma at very large α.

The formula was tested against a steady, small cosine perturbation of a uniform plasma, solved with Poisson's equation instead of assumed neutrality. The particle sources were divided between negative ions and electrons in the ratio α : r. For r ≈ 2980, γ = 1, 2.901 and 90, and six values of α from 0.1 to 100r, Da agreed within one part in a thousand. This division makes the negative fluxes share as the conductivities do, which is the equal-force condition in another form.

**7. When high conductivity does not give D**

Sources and losses help to decide f, because they determine which species must flow. Two other divisions show how much this matters.

First, suppose the negative ions have no net flux. Section 2 then gives Da ≈ 2D at any α large enough for its approximations. To see how the field survives at α ≫ r, use E ≈ −Ti n′/n and let electrons carry the full flux, Γe = −2D n′. Their force equation becomes

Te ne′/ne + E = 2D n′/(μe ne) = 2(α/r)Ti n′/n,

because n/ne ≈ α and D/μe = Ti/r. Hence

Te ne′/ne = (1 + 2α/r)Ti n′/n.

The relative electron gradient is steeper than under equal forces by the factor 1 + 2α/r. This compensates for the load of ion conductivity. With r ≈ 2980 and γ = 2.901, the Poisson calculation gives Da/D = 2.0000 at α = r and 1.9998 at α = 100r. High negative-ion conductivity alone is therefore insufficient.

These values are for small perturbations. For α ≫ r the last relation gives ne′ ≈ 2n′/(rγ). In a source-free layer the electrons therefore run out once n has fallen by a fraction of about rγ/(2α), which is only 1.5% at α = 100r. Beyond that point they cannot carry the full flux.

Second, suppose all relative gradients are equal, so that ne′ = ne n+′/n+. This would be favoured by rapid local attachment and detachment with spatially uniform rates, since their balance fixes n−/ne. Put this gradient into the field equation:

μn+E = −μ(De − D)ne n+′/[μe ne + μ(n+ + n−)].

Use De − D = D(rγ − 1), and divide numerator and denominator by μne:

μn+E = −D n+′(rγ − 1)/(r + 1 + 2α).

Adding free diffusion gives

Da/D = 1 + (rγ − 1)/(r + 1 + 2α).

For rγ ≫ 1, the free-ion limit now requires r + 2α ≫ rγ. When the electrons are at least as hot as the ions, this means α ≫ rγ/2. At α = r ≫ 1 the value is about 1 + γ/3. For γ = 2.901 it is 1.967, close to 2 because γ happens to be close to 3.

**8. Numbers for an oxygen afterglow**

Oxygen plasmas are used to strip photoresist. Consider the late afterglow of one that is pulsed, and assume that O2+ and O2− are the only ions. This choice keeps the mobilities nearly equal; in many low-pressure oxygen discharges the more mobile O− is the main negative ion, and the unequal-mobility limit of section 9 then applies. Rough inputs are 0.50 Torr, a gas and ion temperature of 400 K, Te = 0.10 eV, a 5.0 cm gap and n+ = 1.0×10⁹ cm⁻³. The electron temperature is an assumption that requires a continuing heat source: elastic collisions alone would cool the electrons towards the gas temperature at about 4×10³ s⁻¹, much faster than the ions diffuse. Full cooling, to γ = 1, would change the equal-force Da/D by less than 1% for α of 100 or more at fixed r. Both ions are given a reduced mobility of 2.2 cm²/Vs, referred to 760 Torr and 273.15 K. Scaling to the gas density gives

μ = 2.2 × (760/0.50) × (400/273.15) = 4897 cm²/Vs.

The ion temperature is 0.03447 eV, so γ = 0.10/0.03447 = 2.90 and

D = 4897 × 0.03447 = 169 cm²/s.

The gas density is 1.207×10¹⁶ cm⁻³. A rough electron momentum-transfer coefficient of 1.0×10⁻⁸ cm³/s gives a collision frequency of 1.207×10⁸ s⁻¹. Then μe = e/(me × frequency) = 1.457×10⁷ cm²/Vs, with e the elementary charge and me the electron mass, and

r = 1.457×10⁷/4897 ≈ 2980.

The equal-force condition is an assumption here: nothing in a source-free afterglow enforces it. A small ripple left to decay freely, for example, has a slowest mode with equal ion perturbations, uniform ne and E = 0, which decays with D at any α above zero. In a finite source-free layer f is constant while α changes for γ ≠ 1, so equal force at entry does not persist. With that caveat, vary α with the other inputs and the relative ion gradient fixed. The gradient length is gap/π = 1.592 cm. Under the equal-force condition:

α = 10: Da/D = 2.056, E = 22.9 mV/cm
α = 100: Da/D = 1.943, E = 20.4 mV/cm
α = r/2: Da/D = 1.500, E = 10.8 mV/cm
α = r: Da/D = 1.333, E = 7.2 mV/cm
α = 10r: Da/D = 1.048, E = 1.0 mV/cm
α = 100r: Da/D = 1.005, E = 0.1 mV/cm

The first value exceeds 2 because α is not yet large enough to remove the electron-temperature term: (γ − 1)/(1 + γα) = 0.063. At α = r, Ti divided by the gradient length is 21.7 mV/cm. One third of this is the listed 7.2 mV/cm. The coefficient there is 225 cm²/s, or 0.0225 m²/s, between D = 169 and 2D = 338 cm²/s.

**9. Weighing what the model leaves out**

At α = r the electron density is 3.4×10⁵ cm⁻³ and the electron Debye length is 0.41 cm. Its square is 6.5% of the squared gradient length. By Poisson's equation, the charge separation is this fraction of the electron-density variation, times the ratio of the field to the full holding field. That ratio is one third here, so the charge separation is about 2% of the electron-density variation. With the flux division fixed, it changes Da by only about one part in a million in the bulk calculation, because the separated charge is tiny beside the ion density. This says nothing about wall sheaths, which are not modelled.

The electron mean free path is 0.175 cm, or 11% of the gradient length. Local electron transport is therefore only an approximation, and its error is not calculated here. The ion path, taken as mean speed times the momentum-loss time Mμ/e with M the ion mass, is 0.0084 cm, about 0.5% of the gradient length; with the ion-molecule reduced mass it is half of this.

Unequal ion mobilities change the final limit. Let the negative-ion mobility be m times the positive-ion mobility μ+. Without electrons, equality of the ion fluxes gives

−D+n′ + μ+nE = −mD+n′ − mμ+nE
μ+nE = D+n′(1 − m)/(1 + m)
Da/D+ = 1 − (1 − m)/(1 + m) = 2m/(1 + m).

For m = 1.2 this is 1.091. The calculation at α = 100r, with a few electrons left, gives 1.095, against 1.005 for equal mobilities.

Chemistry is the larger concern. A rough recombination coefficient of 1.0×10⁻⁷ cm³/s gives an ion loss rate of 100 s⁻¹. The free-ion diffusion rate D(π/gap)² is 67 s⁻¹. Da therefore describes flux for a given gradient; it does not by itself give the plasma's decay time.

The scanned values α ≥ r require about three thousand or more negative ions per electron. An afterglow could approach them only after nearly all electrons had gone, and the model does not predict that this happens. Oxygen atoms work against it by detaching electrons from O2−. With a rough detachment coefficient of 1.5×10⁻¹⁰ cm³/s, detachment matches ion diffusion at an atom density of 4.4×10¹¹ cm⁻³, only 4×10⁻⁵ of the gas density. A plasma made to produce atoms can easily exceed this. If the profiles were proportional at α = r, Da/D would be 1.97 instead of 1.33 for the assumed γ of 2.90. The difference vanishes at γ = 1, where equal relative gradients also mean equal forces. To hold α = r by local balance, attachment per electron must be r times the detachment rate per ion: about 2×10⁵ s⁻¹ when detachment just matches ion diffusion, and more when detachment is fast enough to fix n−/ne locally. The comparison therefore illustrates a sensitivity and does not predict the state of this afterglow. Applying the 2D-to-D curve to a device therefore requires evidence about its flux division as well as its value of α.

Calculated quantities

```
INPUTS (rough typical values)
pressure 0.50 Torr; gas 400 K
electron temperature 0.10 eV
gap 5.0 cm; positive-ion density 1.0e+09 cm^-3
reduced ion mobility 2.2 cm2/Vs
electron momentum-transfer rate 1.0e-08 cm3/s
recombination coefficient 1.0e-07 cm3/s
detachment coefficient 1.5e-10 cm3/s
DERIVED
gas density 1.207e+16 cm^-3
ion temperature 0.03447 eV; gamma 2.901
ion mobility 4896.9 cm2/Vs
electron collision frequency 1.207e+08 1/s
electron mobility 1.457e+07 cm2/Vs
mobility ratio r 2975.5
free-ion D 168.79 cm2/s; twice D 337.59 cm2/s
gradient length gap/pi 1.592 cm
SHARED FORCE: alpha, alpha/r, f, Da/D, Da cm2/s, field mV/cm
10.0, 0.0034, 0.0033, 2.0558, 347.00, 22.865
100.0, 0.0336, 0.0325, 1.9427, 327.92, 20.417
297.6, 0.1000, 0.0909, 1.8348, 309.71, 18.081
1487.8, 0.5000, 0.3333, 1.5001, 253.20, 10.830
2975.5, 1.0000, 0.5000, 1.3333, 225.06, 7.219
29755.5, 10.0000, 0.9091, 1.0476, 176.83, 1.031
297554.5, 100.0000, 0.9901, 1.0050, 169.63, 0.108
Da/D = 1.5 at alpha/r 0.5002
Da/D = 1.1 at alpha/r 4.4995
LARGE DENSITY DROP, alpha 1000 at entry
f 0.0: layer Da/D 2.0005; 2/(1+f) 2.0000
f 0.5: layer Da/D 1.3335; 2/(1+f) 1.3333
f 1.0: layer Da/D 1.0000; 2/(1+f) 1.0000
OTHER FLUX DIVISIONS
no negative-ion flux, alpha/r 1: Da/D 2.0000
no negative-ion flux, alpha/r 100: Da/D 1.9998
proportional, neutral, alpha=r: f 0.0169, Da/D 1.9668
NEGLECTED EFFECTS
electron density at alpha=r 3.360e+05 cm^-3
electron Debye length at alpha=r 0.406 cm
(Debye/gradient length)^2 0.0649
charge-separation shift of Da at alpha=r -1.25e-06
electron mean free path 0.175 cm
ion mean free path 0.00836 cm
mobility ratio 1.2, alpha=100r: Da/D+ 1.0950
ion diffusion rate D(pi/gap)^2 66.64 1/s
ion recombination rate 100.0 1/s
O density for detachment=diffusion 4.44e+11 cm^-3
```
